\section*{Self-bias from a cosine and a second-harmonic sine in identical sheaths}

\section{Problem}

A low-pressure plasma fills the gap between two parallel electrodes of equal area. One electrode is grounded. The other is driven through a large blocking capacitor by
\begin{equation}
V(\varphi)=V_0 f(\varphi),\qquad f(\varphi)=\cos\varphi-\sin 2\varphi,\qquad \varphi=\frac{2\pi t}{T},
\end{equation}
where $T$ is the period of the fundamental. The capacitor passes no mean current, so the powered electrode acquires a constant potential $\eta$, the dc self-bias. Its potential relative to ground is $V+\eta$.

(a) Compare the largest positive and the largest negative value of $V$. (b) Find $\eta$ when the two sheaths are identical. (c) Decide whether the answer to (b) is a consequence of symmetry alone, and if not, estimate the correction for an argon discharge with $V_0=200$ V and a fundamental of 13.56 MHz.

\section{A tempting solution}

Replace $\varphi$ by $\pi-\varphi$:
\begin{equation}
f(\pi-\varphi)=\cos(\pi-\varphi)-\sin(2\pi-2\varphi)=-\cos\varphi+\sin2\varphi=-f(\varphi).
\label{mirror}
\end{equation}
Every value of $f$ therefore occurs together with its opposite, and the two extrema have equal size. Now exchange the two electrodes. This reverses the sign of the voltage between them, so the drive $-V$ must produce the bias $-\eta$. By (\ref{mirror}), $-V$ is the original waveform again, merely traversed from another starting point. A starting point cannot affect a steady state, so $-V$ must also produce $+\eta$. Hence $\eta=-\eta=0$, whatever happens inside the plasma.

\section{Where it fails}

The statement about the extrema is right, and so is the exchange of electrodes. The fault is the phrase ``from another starting point''. The map $\varphi\to\pi-\varphi$ does more than shift the phase: it also runs the waveform backwards in time.

No pure shift would do. A shift $c$ with $f(\varphi+c)=-f(\varphi)$ would have to reverse both harmonics. Reversing $\cos\varphi$ requires $c=\pi$, up to whole periods, but then $\sin(2\varphi+2\pi)=\sin2\varphi$ is not reversed.

Write $\eta[V]$ for the bias produced by a waveform, assuming that the discharge has one periodic state. What the symmetry does give for identical electrodes is
\begin{equation}
\eta[V(\pi-\varphi)]=\eta[-V(\varphi)]=-\eta[V(\varphi)].
\label{reverse}
\end{equation}
The time-reversed waveform has the opposite bias. To conclude that the bias is zero, one must also know that the discharge does not distinguish a waveform from its time reverse. A discharge has losses: ions drain to the electrodes throughout the period, while electrons arrive mainly in short bursts. The answer to (b) therefore needs a sheath model, and the model must say what is done with these losses.

\section{Solution}

\subsection{The extrema}

With $s=\sin\varphi$, the stationary points satisfy
\begin{equation}
0=f'(\varphi)=-\sin\varphi-2\cos2\varphi=-s-2(1-2s^2)=4s^2-s-2,
\end{equation}
so $s=(1\pm\sqrt{33})/8$. At these points $f=\cos\varphi-2\sin\varphi\cos\varphi=\cos\varphi\,(1-2s)$. For the lower sign,
\begin{equation}
1-2s=\frac{3+\sqrt{33}}4 .
\end{equation}
The quadratic equation gives $s^2=(s+2)/4$, and hence
\begin{equation}
\cos^2\varphi=1-s^2=\frac{2-s}{4}=\frac{15+\sqrt{33}}{32}.
\end{equation}
The two signs of $\cos\varphi$ give $f=\pm F$ with
\begin{equation}
F=\frac{3+\sqrt{33}}4\sqrt{\frac{15+\sqrt{33}}{32}}=1.7602 .
\end{equation}
The upper sign gives local extrema of size 0.369, which are smaller. Thus $V_{\max}=V_0F$ and $V_{\min}=-V_0F$. The maximum lies at $\varphi=5.648$ and the minimum at $3.776$.

\subsection{One sheath}

Let the ions have a uniform density $n$ that does not change during the period, and let the electrons leave a sharply bounded layer of width $d$ next to the electrode. With the field zero at the plasma edge $x=0$, Poisson's equation gives $E=enx/\varepsilon_0$. The voltage across the layer is
\begin{equation}
u=\int_0^d\frac{enx}{\varepsilon_0}\,dx=\frac{end^2}{2\varepsilon_0}=\frac{\sigma^2}{2e\varepsilon_0n},\qquad \sigma=end,
\label{sheath}
\end{equation}
where $\sigma$ is the positive charge per area in the sheath. The subscripts $p$ and $g$ denote the powered and grounded sides.

\subsection{Two sheaths and the bias}

Let $\Phi$ be the plasma potential, taken as uniform across the bulk. Then $u_p=\Phi-(V+\eta)$ and $u_g=\Phi$, and subtraction gives
\begin{equation}
V+\eta=u_g-u_p .
\label{balance}
\end{equation}

Zero mean current requires electrons to reach each electrode during the period. They can do so in quantity when the sheath voltage there is small. The idealization is that each sheath collapses completely, and that the ion charge lost in one period is negligible. The total charge $\sigma_p+\sigma_g=\sigma_m$ is then constant. Inserting (\ref{sheath}) in (\ref{balance}),
\begin{equation}
V+\eta=\frac1{2e\varepsilon_0}\left[\frac{(\sigma_m-\sigma_p)^2}{n_g}-\frac{\sigma_p^2}{n_p}\right].
\end{equation}
The right side falls steadily as $\sigma_p$ rises from 0 to $\sigma_m$. The maximum of $V$ therefore belongs to $\sigma_p=0$, and the minimum to $\sigma_p=\sigma_m$. With $\hat u_g$ and $\hat u_p$ for the largest sheath voltages,
\begin{equation}
V_{\max}+\eta=\hat u_g,\qquad V_{\min}+\eta=-\hat u_p,\qquad
\epsilon\equiv\frac{\hat u_g}{\hat u_p}=\frac{n_p}{n_g}.
\end{equation}
Substituting $\hat u_g=\epsilon\hat u_p$ gives $V_{\max}+\eta=-\epsilon(V_{\min}+\eta)$, or
\begin{equation}
\eta=-\frac{V_{\max}+\epsilon V_{\min}}{1+\epsilon}
=V_0F\,\frac{\epsilon-1}{\epsilon+1}.
\label{bias}
\end{equation}
The last form uses the equal extrema of the present waveform. For $\epsilon=1$ it gives $\eta=0$, which answers (b). The time-reversal argument is harmless here because, at constant total charge, the sheath voltages depend on the instantaneous $V$ and not on the direction in which it is changing.

Equal electrodes are not sufficient for this result: the ion densities must also be equal. With $n_p/n_g=1.2$ the same waveform gives $\eta=352\times0.2/2.2=32$ V. Equal densities are not sufficient either if the waveform has unequal extrema. For $f=\cos\varphi+\cos2\varphi=2c^2+c-1$, with $c=\cos\varphi$, the maximum is 2 at $c=1$ and the minimum is $-9/8$ at $c=-1/4$. Then (\ref{bias}) with $\epsilon=1$ gives $\eta=-(400-225)/2=-87.5$ V.

\subsection{The bias left by ion loss}

For part (c), keep $n_p=n_g=n$ but let charge leave. Each sheath loses ions at the constant current density $J_i$. Since the plasma bulk stays neutral, the total sheath charge $\Sigma=\sigma_p+\sigma_g$ obeys
\begin{equation}
\frac{d\Sigma}{dt}=J_{e,p}+J_{e,g}-2J_i ,
\label{charge}
\end{equation}
where $J_{e,p}$ and $J_{e,g}$ are the magnitudes of the electron currents to the electrodes. The blocking capacitor makes the mean of each equal to $J_i$. One electron burst therefore supplies the charge $J_iT$ per area.

Treat the bursts as short and centred on the extrema of $V$. Let $\Sigma_1$ be the total charge at the middle of the burst at $V_{\max}$, and $\Sigma_2$ that at $V_{\min}$. If the passage from maximum to minimum takes a time $aT$, two half-bursts add $J_iT$ on the way, while the ions remove $2aJ_iT$:
\begin{equation}
\Sigma_2=\Sigma_1+J_iT-2aJ_iT
\quad\Longrightarrow\quad
\Sigma_1-\Sigma_2=(2a-1)J_iT .
\end{equation}
The return passage, of duration $(1-a)T$, changes $\Sigma$ by $J_iT-2(1-a)J_iT=(2a-1)J_iT$ and restores $\Sigma_1$, as periodicity demands.

With complete collapse, (\ref{balance}) at the two extrema reads
\begin{equation}
V_0F+\eta=\frac{\Sigma_1^2}{2e\varepsilon_0n},\qquad
-V_0F+\eta=-\frac{\Sigma_2^2}{2e\varepsilon_0n}.
\end{equation}
Add these equations, factor the difference of squares, and set $\Sigma_1+\Sigma_2\simeq2\sigma_m$, where $\sigma_m^2/(2e\varepsilon_0n)=V_0F$. To first order in the loss,
\begin{equation}
\eta\simeq\frac{(\Sigma_1-\Sigma_2)\,\sigma_m}{2e\varepsilon_0n}
=(2a-1)\lambda V_0F,\qquad \lambda=\frac{J_iT}{\sigma_m}.
\label{loss}
\end{equation}
Here $\lambda$ is the fraction of the maximum sheath charge lost by one sheath in one period.

This is the effect that the tempting solution excluded. The waveform takes longer to fall from maximum to minimum than to rise again, so the ions drain more charge in one passage than in the other. Reversing time replaces $a$ by $1-a$ and changes the sign of $\eta$, in agreement with (\ref{reverse}). The waveform $\cos\varphi+\sin2\varphi$ has the same extrema as the original, but its bias has the opposite sign.

The estimate vanishes for $a=1/2$ and for $\lambda\to0$. At fixed voltage, density and electron temperature, $\lambda$ is proportional to $T$, so doubling both drive frequencies should halve the bias.

\section{Argon example}

Take $T_e=3$ eV, a sheath ion density of $3\times10^9$ cm$^{-3}$, a pressure of 5 mTorr and a gas temperature of 300 K. The ion current is $J_i=env_B$, with the Bohm speed $v_B=\sqrt{k_BT_e/M}$ and ion mass $M$; the sheath density is also used at the sheath edge. The peak voltage is $V_0F=200\times1.7602=352$ V. The maximum sheath charge is $1.73\times10^{-4}$ $\mu$C/cm$^2$, and the maximum width is 3.6 mm.

The waveform gives $a=0.702$, and the loss fraction is $\lambda=0.0551$. Equation (\ref{loss}) yields
\begin{equation}
\eta\simeq(2\times0.7021-1)\times0.0551\times352\ \mathrm{V}\simeq7.8\ \mathrm{V}.
\end{equation}
For equal ion densities the bias in this model is thus about 2\% of the peak voltage, positive, and not zero. The figure is an estimate, because the model keeps the ion density uniform across the sheath. In a real low-pressure sheath the ions speed up towards the electrode and their density falls. The sheath is then wider, near 6 mm, and holds about half the charge at the same voltage, so $\lambda$ roughly doubles. If both sheaths kept one common density profile, the bias would rise by about half, to 12 V. But each profile follows the mean voltage of its own sheath: the sheath with the higher voltage has the lower density, which shifts $\epsilon$ in the direction of the bias. For such a collisionless sheath $\hat u$ grows roughly as $\sigma^4$ instead of $\sigma^2$, which doubles the factor in (\ref{loss}). Together with the doubled $\lambda$ this gives about four times the uniform-density value, some 30 V or 9\% of the peak voltage, for equal sheath-edge densities. The 7.8 V therefore gives the sign and the mechanism, but it underestimates the size for a low-pressure sheath.

This can be compared with a numerical periodic solution of (\ref{charge}) that does not assume short bursts or complete collapse. There the electron current is $J_i\sqrt{M/(2\pi m_e)}\,e^{-u/T_e}$, with $u$ in volts and $T_e$ in eV, and $\eta$ is found by requiring zero mean current at each electrode. The result is 7.76 V. With both drive frequencies doubled and the other settings held fixed, it is 3.88 V, half as large.

The same equations also test the ideal result. With $T_e$ lowered artificially to 0.05 eV and the ion loss reduced to one fiftieth, the bias is 0.16 V, which is $7.84/50$ V as (\ref{loss}) predicts. In this limit the density ratio 1.2 gives 31.6 V against 32 V from (\ref{bias}), and $\cos\varphi+\cos2\varphi$ gives $-86.2$ V against $-87.5$ V.

\subsection{Mean sheath voltages and ion energy}

In the ideal case $\epsilon=1$, put $\sigma_p=x\sigma_m$. Then
\begin{equation}
V=V_0F[(1-x)^2-x^2]=V_0F(1-2x),\qquad x=\tfrac12\left(1-\frac fF\right).
\end{equation}
Since $\langle f\rangle=0$ and $\langle f^2\rangle=\frac12+\frac12=1$,
\begin{equation}
\langle u_p\rangle=V_0F\langle x^2\rangle=\frac{V_0F}{4}\left(1+\frac1{F^2}\right)=116\ \mathrm{V}.
\end{equation}
The grounded sheath has $1-x$ in place of $x$. This reverses the sign of $f$ and leaves the mean unchanged.

With losses, the numerical means are 131 V at the powered and 139 V at the grounded electrode. Their difference is the bias, as the average of (\ref{balance}) requires. Their common rise above 116 V comes mainly from incomplete collapse: a drop $u_r\simeq5.8$ V remains at each electrode. To see this, neglect the small variation of $\Sigma$ and the bias, and define $S=\Sigma/\sqrt{2e\varepsilon_0n}$. Then $\sqrt{u_p}+\sqrt{u_p+V}=S$. Isolating the second root and squaring gives $\sqrt{u_p}=(S^2-V)/(2S)$, and hence
\begin{equation}
\langle u_p\rangle=\frac{S^2}{4}+\frac{V_0^2}{4S^2},\qquad
S=\sqrt{V_0F+u_r}+\sqrt{u_r}.
\end{equation}
With $S^2\simeq455$ V this is $114+22=136$ V, close to the average of the two numerical means, 135 V.

The ion plasma frequency in the sheath is 1.8 MHz, well below 13.56 MHz, so the ions respond mainly to the mean field. An ion that crosses without a collision gains on average roughly 131 or 139 eV. The gain depends on the phase at which the ion enters, and the resulting spread of tens of eV is wider than the difference between the two electrodes. The ion free path, from a rough total cross-section of $10^{-14}$ cm$^2$ for elastic scattering and charge exchange together, is 6.2 mm. (The output labels it by charge exchange, which alone has a smaller cross-section and a longer path.) That cross-section suits slow ions; for ions of tens of eV and more it is smaller and the path is two to three times longer. The path is still only a few sheath widths, so roughly a quarter to a half of the ions collide and arrive with less energy. The means above are sheath voltages, not averages over the measured ion spectrum.

\subsection{The bulk voltage}

The bulk was assigned no voltage. For a length of 4 cm and a density of $10^{10}$ cm$^{-3}$, electron inertia adds $-2.3$ V at $V_{\max}$ and $+2.3$ V at $V_{\min}$. In the ideal model the current is proportional to $f'$, because $x$ is linear in $f$, so the inertial voltage is proportional to $f''$. Differentiating (\ref{mirror}) twice shows that $f''$ has opposite values at the two extrema. The two contributions therefore cancel when the balance equations are added, to first order in the bulk voltage. The resistive voltage is proportional to $f'$ and vanishes at the extrema; its peak elsewhere is about 0.3 V.

\section{Comparison with a real reactor}

The parameters are rough values for a low-pressure capacitively coupled argon etcher. Equal area fails when a grounded chamber wall touches the plasma, because the wall then adds to the grounded electrode. The common quantity is then the total charge $Q$, with $\sigma=Q/A$, so (\ref{sheath}) gives $\epsilon=n_pA_p^2/(n_gA_g^2)$. For equal densities and a grounded area twice the powered one, $\epsilon=1/4$ and (\ref{bias}) gives $\eta=-352\times0.75/1.25=-211$ V. This is the ideal value, for complete collapse and no ion loss. At the argon values above, these two effects reduce it to about $-177$ V in the uniform-density model. The square of the area ratio also rests on fixed uniform densities; when the density falls with the sheath voltage, $\epsilon$ depends more steeply on the area ratio, which works in the opposite direction. Even with equal areas the densities may differ, since the sheaths expand at different speeds under this waveform and may heat the electrons differently. The present model takes the densities as inputs and cannot predict that difference. For $\epsilon=1+\delta$ with small $\delta$, (\ref{bias}) gives $\eta\simeq V_0F\delta/2$, or about 1.8 V for each percent of density imbalance; with the incomplete collapse of the argon example it is about 1.5 V. Within the uniform-density model an imbalance of about 5 percent therefore matters as much as the ion loss, and it can have either sign.

The waveform thus gives zero bias in the quasi-static limit, for equal areas, equal ion densities and negligible charge loss per period. The numerical output below gives the main computed values.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough argon etcher values)
Amplitude of each harmonic: 200 V
Fundamental frequency: 13.56 MHz
Second frequency: 27.12 MHz
Electron temperature: 3 eV
Sheath ion density: 3e+09 cm^-3
Bulk density: 1e+10 cm^-3
Bulk length: 4 cm
Pressure: 5 mTorr
Gas temperature: 300 K
Rough charge-exchange cross-section: 1e-14 cm^2
Rough electron collision coefficient: 1e-07 cm^3/s
WAVEFORM
Sine at global extrema: -0.59307
Phase of maximum: 5.6483 rad
Phase of minimum: 3.7764 rad
Maximum of f: 1.760173
Minimum of f: -1.760173
Size of smaller local extrema: 0.369
Fraction of period from maximum to minimum: 0.7021
QUASI-STATIC MODEL
Peak voltage: 352.03 V
Bias from direct extrema: 0.000 V
Maximum sheath width: 3.601 mm
Maximum sheath charge: 0.0001731 uC/cm2
Mean sheath drop: 116.4 V
CURRENT-BALANCE TESTS: COLD, SMALL-LOSS LIMIT
Test electron temperature: 0.05 eV
Bias, identical sheaths: 0.157 V
Mean powered-sheath drop: 117.8 V
Bias of cos + cos2, formula: -87.5 V
Bias of cos + cos2, current balance: -86.18 V
Powered/grounded density ratio: 1.2
Bias with unequal density, formula: 32 V
Bias with unequal density, current balance: 31.55 V
NEGLECTED EFFECTS AT EXAMPLE VALUES
Ion charge lost per period / maximum charge: 0.05512
Finite-loss bias, estimate: 7.842 V
Finite-loss bias, current balance: 7.755 V
Finite-loss bias at doubled frequencies: 3.877 V
Mean powered-sheath drop with losses: 131.3 V
Mean grounded-sheath drop with losses: 139.1 V
Minimum powered-sheath drop: 5.788 V
Minimum grounded-sheath drop: 5.824 V
Bulk inertial voltage at maximum: -2.34 V
Bulk inertial voltage at minimum: 2.34 V
Peak bulk resistive voltage: 0.287 V
Ion plasma frequency: 1.82 MHz
Ion charge-exchange free path: 6.21 mm
\end{verbatim}
